# Rejecting isotropic trial angles for heavy-hole scattering

## Problem

A Monte Carlo program follows heavy holes in a bulk cubic semiconductor. When a hole with wave vector $\mathbf k$ scatters within its band, a trial direction for the new wave vector $\mathbf k'$ is drawn uniformly on the sphere. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$, and $\mu=\cos\theta$, the trial is accepted if a random number, uniform on $[0,1]$, lies below

$$G(\mu)=\frac{1+3\mu^2}{4}.$$

Take spherical bands, heavy-hole states with angular momentum $J=3/2$ and projection $\pm3/2$ along the wave vector, and elastic scattering whose matrix element, apart from the overlap, does not depend on angle.

1. Derive $G$, summed over the two degenerate final states.
2. Find the mean accepted fraction $\eta$. Is one the lowest permissible constant ceiling?
3. Find the mean and standard deviation of the number of trials per acceptance, and the mean of $\mu$ and $\mu^2$ among accepted angles.
4. Let $\Gamma_0$ be the scattering rate computed without the overlap. What is the real rate, and what must the program do after a rejection?
5. Evaluate the acoustic-phonon rates at energy $3k_BT/2$ and the low-field mobility at $T=300$ K. Use Luttinger parameters $\gamma_1=13$, $\gamma_2=4$, $\gamma_3=5.5$, deformation potential $\Xi=5$ eV, density $\rho=5.30$ g/cm³ and sound speed $v=4.0\times10^5$ cm/s. These are rough values in the regime of holes in germanium.

## Hints

**Hint 1.** A state of spin 3/2 with full projection behaves under rotation like three parallel spins 1/2.

**Hint 2.** Uniform on the sphere does not mean uniform in $\theta$. Write the solid angle in terms of $\mu$.

**Hint 3.** Every trial is drawn afresh, so the number of trials follows from repeated independent attempts with one success probability.

**Hint 4.** Ask whether the time of flight was drawn from the rate before or after the overlap was included.

**Hint 5.** For acoustic phonons with energy well below $k_BT$, the phonon number is nearly $k_BT/(\hbar vq)$. The wave number $q$ then cancels from the matrix element.

## Solution

### 1. The overlap factor

Near the band edge the cell-periodic functions are combinations of the four $J=3/2$ functions, so their overlaps are those of the spin-3/2 states. Write the initial state as $|\uparrow\uparrow\uparrow\rangle$, with arrows along $\mathbf k$. The final heavy-hole states are $|\uparrow'\uparrow'\uparrow'\rangle$ and $|\downarrow'\downarrow'\downarrow'\rangle$, with arrows along $\mathbf k'$. For one spin 1/2,

$$|\langle\uparrow'|\uparrow\rangle|=\cos\frac\theta2,\qquad |\langle\downarrow'|\uparrow\rangle|=\sin\frac\theta2 .$$

The three factors multiply, and the probabilities of the two final states add:

$$G=\cos^6\frac\theta2+\sin^6\frac\theta2 .$$

Set $a=\cos^2(\theta/2)$ and $b=\sin^2(\theta/2)$, so that $a+b=1$. Then

$$a^3+b^3=(a+b)^3-3ab(a+b)=1-3ab .$$

Since $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$, we have $ab=\tfrac14\sin^2\theta$, and

$$G=1-\frac34\sin^2\theta=\frac{1+3\cos^2\theta}{4}.$$

The result holds for any initial state of the degenerate pair. Let $P$ and $P'$ project onto the heavy-hole pairs of $\mathbf k$ and $\mathbf k'$. They depend on the squares of $\mathbf J\cdot\hat{\mathbf k}$ and $\mathbf J\cdot\hat{\mathbf k}'$, which do not change when time reversal flips $\mathbf J$. The operator $PP'P$ is therefore invariant under time reversal. If $|u\rangle$ is one of its eigenstates in the pair, the time-reversed state is orthogonal to $|u\rangle$ and has the same eigenvalue. Within the pair, $PP'P$ is thus a number times the identity, and that number is $G$.

Forward and backward scattering both have $G=1$. Sideways scattering has $G=1/4$: the final heavy-hole pair then holds a quarter of the initial state, and the rest lies in the light-hole pair.

### 2. The accepted fraction

The probability of a trial direction is $d\Omega/4\pi$, with $d\Omega=\sin\theta\,d\theta\,d\phi$. Because $G$ does not depend on $\phi$, that integral gives $2\pi$. With $\sin\theta\,d\theta=-d\mu$, and the minus sign absorbed by reversing the limits, the density of $\mu$ is $1/2$ on $[-1,1]$. A trial at given $\mu$ passes with probability $G(\mu)$, so

$$\eta=\frac12\int_{-1}^{1}\frac{1+3\mu^2}{4}\,d\mu
=\frac18\left[\mu+\mu^3\right]_{-1}^{1}=\frac{2-(-2)}8=\frac12 .$$

The mean efficiency is 50 percent. It does not depend on the hole energy, because neither $G$ nor the trial density does. A finite run scatters about this mean: 400,000 pseudo-random trials gave 50.03 percent, with a standard error of 0.08 percent.

For a general constant ceiling $C$, the acceptance probability is $G/C$. It must not exceed one at any angle, so $C\ge\max G=1$, and $\eta=1/(2C)$. One is therefore the lowest permissible constant ceiling. A smaller $C$ would accept every angle with $G>C$ equally often, which flattens the forward and backward peaks.

If $\theta$ itself were drawn uniformly on $[0,\pi]$, the mean of $\cos^2\theta$ would be $1/2$ instead of $1/3$. The accepted fraction would be $(1+3/2)/4=5/8$, or 62.5 percent. The higher figure is no gain, since the trials would crowd towards the poles and the accepted angles would follow the wrong law.

### 3. Number of trials and accepted angles

The first acceptance occurs at trial $n$ if $n-1$ rejections precede it:

$$p_n=(1-\eta)^{n-1}\eta .$$

Let $x=1-\eta$. Differentiating $\sum_{n\ge0}x^n=1/(1-x)$ once and twice gives

$$\langle n\rangle=\frac{\eta}{(1-x)^2}=\frac1\eta,\qquad
\langle n(n-1)\rangle=\frac{2\eta x}{(1-x)^3}=\frac{2(1-\eta)}{\eta^2}.$$

The variance is

$$\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2
=\frac{2(1-\eta)+\eta-1}{\eta^2}=\frac{1-\eta}{\eta^2}.$$

For $\eta=1/2$ the mean is 2 and the standard deviation is $\sqrt2\approx1.414$. The simulated sequence gave 1.999 and 1.406.

The density of accepted cosines is the trial density times the acceptance probability, divided by the total acceptance:

$$f(\mu)=\frac{\tfrac12G(\mu)}{\tfrac12}=\frac{1+3\mu^2}{4}.$$

It is even, so $\langle\mu\rangle=0$. The second moment is

$$\langle\mu^2\rangle=\frac14\int_{-1}^{1}(\mu^2+3\mu^4)\,d\mu
=\frac14\left(\frac23+\frac65\right)=\frac7{15}\approx0.467 .$$

An isotropic distribution has $1/3$. The accepted directions thus lean towards the old axis, with no preference for either end of it.

### 4. What a rejection means for the rate

The rate into an interval $d\mu$ is $\Gamma_0\,\tfrac12G(\mu)\,d\mu$. Integration gives the real scattering rate

$$\Gamma=\eta\,\Gamma_0=\frac{\Gamma_0}{2}.$$

If flight times are drawn with $\Gamma_0$, half of the events must leave the hole as it was. After a rejection the program keeps $\mathbf k$ and starts a new flight; the rejection is a self-scattering event. If flight times are drawn with $\Gamma_0/2$, every event is real, and the program redraws the angle until one is accepted. Both procedures give the same rate and the same angular law. Redrawing after flights drawn with $\Gamma_0$ doubles the scattering.

The momentum relaxation rate weights each event by the lost fraction of forward momentum, $1-\mu$:

$$\frac1\tau=\Gamma_0\int_{-1}^{1}\frac12G(\mu)(1-\mu)\,d\mu=\frac{\Gamma_0}{2}.$$

The term with $\mu G$ is odd and vanishes. The relaxation rate therefore equals the real scattering rate, although the scattering is not isotropic.

The effect of wrong bookkeeping shows in how fast a hole forgets its direction. At fixed energy, one real event brings the mean direction to zero, so the mean cosine with the starting direction equals the probability of no real event, $e^{-\Gamma t}$. At $t=2/\Gamma_0$ this is $e^{-1}=0.368$. With doubled scattering it is $e^{-2}=0.135$. Simulations with 150,000 directions each gave 0.365 for self-scattering, 0.369 for redrawing at the halved rate, and 0.137 for redrawing at the full rate. A cosine has variance at most one, so the standard error of these means is at most $1/\sqrt{150000}=0.0026$.

### 5. Rates and mobility

**Masses.** In the spherical approximation the hole energy is

$$E=\frac{\hbar^2k^2}{2m_0}\left[\gamma_1+\frac52\bar\gamma-2\bar\gamma(\mathbf J\cdot\hat{\mathbf k})^2\right],\qquad
\bar\gamma=\frac{2\gamma_2+3\gamma_3}{5}=4.9 .$$

For projection $\pm3/2$ the square is $9/4$ and the bracket is $\gamma_1-2\bar\gamma=3.2$, so $m=m_0/3.2=0.3125\,m_0$. For $\pm1/2$ it is $\gamma_1+2\bar\gamma=22.8$, which gives a light-hole mass of $0.0439\,m_0$.

**Trial rate.** In a crystal of volume $V$, a phonon mode of frequency $\omega=vq$ has squared displacement matrix element $\hbar/(2\rho V\omega)$, times $N$ for absorption or $N+1$ for emission. The strain brings a factor $q^2$ and the coupling a factor $\Xi^2$. With $N\approx N+1\approx k_BT/(\hbar vq)$, the two processes together give

$$\Xi^2\,\frac{\hbar q}{2\rho Vv}\,\frac{2k_BT}{\hbar vq}=\frac{\Xi^2k_BT}{\rho Vv^2},$$

which is independent of angle, as assumed. The golden rule multiplies this by $2\pi/\hbar$ and by the density of final states $Vg(E)$. Here $g$ counts one member of the pair, because $G$ already contains the sum over both:

$$g(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{mk}{2\pi^2\hbar^2}=\frac{(2m)^{3/2}\sqrt E}{4\pi^2\hbar^3},\qquad
\Gamma_0=\frac{2\pi\,\Xi^2k_BT\,g(E)}{\hbar\rho v^2}.$$

At 300 K, $k_BT=25.85$ meV and $E=38.78$ meV. Then $k=0.564$ nm⁻¹ and $g=1.172\times10^{20}$ eV⁻¹cm⁻³. With $\rho v^2=5.29\times10^{23}$ eV/cm³ and $\hbar=6.58\times10^{-16}$ eV s,

$$\Gamma_0=\frac{2\pi\,(25)(0.02585)(1.172\times10^{20})}{(6.58\times10^{-16})(5.29\times10^{23})}\ \mathrm{s^{-1}}
\approx1.37\ \mathrm{ps^{-1}}.$$

The accepted and rejected rates are 0.683 ps⁻¹ each, and the mean time between real events is 1.46 ps.

**Mobility.** A weak field $F$ changes the Maxwell distribution $f_0$ by an amount proportional to $\tau v_xFf_0$, where $v_x$ is the velocity along the field. The current contains another factor $v_x$. Since $v_x^2$ averages to something proportional to $E$, and the density of states to $\sqrt E$, the mobility is $(e/m)\langle\tau\rangle$ with

$$\langle\tau\rangle=\frac{\int_0^\infty E^{3/2}e^{-E/k_BT}\,\tau(E)\,dE}{\int_0^\infty E^{3/2}e^{-E/k_BT}\,dE}.$$

Here $\tau=2/\Gamma_0\propto E^{-1/2}$. In units of $k_BT$ the upper integral is $\tau(k_BT)\int_0^\infty xe^{-x}dx=\tau(k_BT)$, and the lower one is $3\sqrt\pi/4$. Hence

$$\langle\tau\rangle=\frac{4}{3\sqrt\pi}\,\tau(k_BT)=0.752\times1.793\ \mathrm{ps}=1.35\ \mathrm{ps},$$

where $\tau(k_BT)=\sqrt{1.5}\times1.464$ ps. The mobility is about 7600 cm²/Vs. Redrawing at the unhalved rate would give about 3800 cm²/Vs.

### How far the model reaches

**Phonon energy.** Backscattering at this wave number involves a phonon of energy $2\hbar kv\approx3.0$ meV, small beside $k_BT$. Numerical integration over $q$, with energy conservation and Bose occupation kept, changes the trial rate by $-0.13$ percent relative to the elastic value. The efficiency remains 50.00 percent to the digits shown.

**Warped bands.** Real valence bands have cubic, not spherical, symmetry. Suppose final directions carry a weight with cubic symmetry, as the warped density of states does. Reflections make the averages of $\hat k'_i\hat k'_j$ with $i\ne j$ vanish, and exchange of axes makes the three diagonal averages equal. Their sum is one, so each is $1/3$. Thus $\langle\mu^2\rangle=1/3$ for every initial direction, and $G$ still averages to $1/2$.

The true warped overlap has the same mean. The projector $P'$ is Hermitian and even under time reversal, so it is a combination of the identity and the five traceless quadratic forms in $\mathbf J$. A cubic average removes all five. Since $P'$ has trace 2 in four dimensions, its average is half the identity, and the mean overlap is $1/2$.

Individual overlaps do change. Diagonalizing the four-band Luttinger Hamiltonian for four initial directions, with $\gamma_2$ and $\gamma_3$ kept distinct, gave departures from $G$ of up to 0.13, and of up to 0.05 in root mean square. Other initial directions can reach about 0.16 and 0.06. The 50 percent mean thus says nothing about the accuracy of the angular law. The density-of-states mass rises to $0.344\,m_0$, which raises $\Gamma_0$ at fixed energy by about 15 percent.

**Comparison with germanium.** The hole mobility of pure germanium at room temperature is roughly 2000 cm²/Vs, so 7600 cm²/Vs is several times too high. The comparison is rough, because the model follows heavy holes only, while the measured value includes the current of the light holes, which are few but about seven times lighter. A large omission is optical phonons. With rough values of 37 meV for their energy $\hbar\omega_0$ and $D=6\times10^8$ eV/cm for their coupling, the isotropic rate

$$\Gamma_{\rm op}=\frac{\pi D^2}{\rho\omega_0}\left[n\,g(E+\hbar\omega_0)+(n+1)\,g(E-\hbar\omega_0)\right]$$

is 0.51 ps⁻¹ at $E=3k_BT/2$. Here $n$ is the Bose occupation, and $g$ is zero at negative argument. Transitions to the light-hole band add a fraction $(0.0439/0.3125)^{3/2}=0.053$ to each rate. Numerical averaging of the inverse total rate lowers the heavy-hole mobility to about 3800 cm²/Vs. In this model light holes have the same total scattering rate at equal energy, and including their current raises the average mobility to about 5000 cm²/Vs, about two and a half times the real size. That the heavy-hole value nearly equals the one from doubled acoustic scattering is a coincidence of the parameters, and it shows that a bookkeeping error can pass for missing physics.

**Shear strain.** The single constant $\Xi$ describes a coupling that shifts all four band-edge states alike. In a real valence band, acoustic strain also mixes and splits these states through shear deformation potentials. The matrix element is then no longer a constant times the overlap, and $G$ alone does not give the angular law. Take rough germanium values: a hydrostatic constant of 2 eV in size, shear constants $b=-2.3$ eV and $d=-5$ eV, and longitudinal and transverse sound speeds of $5.4\times10^5$ and $3.2\times10^5$ cm/s. With spherical bands, the symmetric forward and backward peaks are then lost. The relaxation rate within the heavy-hole band is about 20 percent above the scattering rate or 14 percent below it, depending on the sign of the hydrostatic constant; a larger constant can change it more. A quantitative program needs the full strain coupling.

**Doping.** At $10^{17}$ holes per cm³ the effective density of states is $4.4\times10^{18}$ cm⁻³, so the band-edge occupation is about 2 percent and exclusion is a small correction. Ionized impurities matter more for the angles. Their screened potential gives trial angles a weight $[2k^2(1-\mu)+L^{-2}]^{-2}$. With relative permittivity 16, the screening length is $L=\sqrt{\varepsilon k_BT/(pe^2)}=15$ nm, where $\varepsilon$ is the full permittivity and $p$ the hole density. Averaging $G$ numerically with this weight gives 96 percent acceptance at $E=3k_BT/2$, because most trials lie near $\theta=0$, where $G=1$. These small-angle events relax little momentum. With the extra weight $1-\mu$ the mean of $G$ is about 0.70, so the overlap still lowers the impurity relaxation rate by some 30 percent.

**Narrow channels.** Near a gate the hole is confined. In a triangular well of field $F$ with a hard wall, the levels are $a_j(\hbar^2/2m)^{1/3}(eF)^{2/3}$, with $-a_j$ the zeros of the Airy function. With the spherical heavy-hole mass, the lowest two at 0.10 MV/cm are 40 meV apart, more than $k_BT$; the spacing equals $k_BT$ at about 0.05 MV/cm. In a real channel the mass along the normal depends on the crystal direction, and light-hole levels also appear. For a (001) channel with these Luttinger parameters, the second level is a light-hole level 38 meV above the first in the four-band model, or about 36 meV when coupling to the split-off band (0.3 eV away) is included, so the estimate keeps its size. As the field rises through this range, directions on a sphere gradually lose their meaning. The change is not sharp: at 0.10 MV/cm the lowest subband of the (001) channel holds only about two thirds of the holes (67 percent in the four-band model with heavy-light mixing at finite in-plane wave vector, 65 percent with the split-off band included), so several levels and the transitions between them still count. In the limit where the lowest subband keeps projection $\pm3/2$ along the channel normal, initial and final spin states coincide. The overlap is then one, and the accepted fraction is 100 percent instead of 50. This limit needs strong fields, because in-plane motion mixes heavy and light states. For a hole in the lowest subband with in-plane energy $k_BT$ along [100], the $\pm3/2$ weight in the four-band model is only about one half at 0.10 MV/cm and about 0.94 at 1 MV/cm.

## Variation 1: scattering into the light-hole band

*Find the efficiency for heavy-to-light transitions with ceiling one, and with the best constant ceiling.*

The four final spin states are complete, so the overlap with the light-hole pair is

$$1-G=\frac34(1-\mu^2).$$

Its isotropic mean is $\tfrac34(1-\tfrac13)=\tfrac12$, so ceiling one again gives 50 percent. The maximum is now $3/4$, at $\theta=90^\circ$. With that ceiling the acceptance probability is $1-\mu^2$, and the efficiency is $2/3$, or 66.7 percent. The physical rate has not changed. If rejections count as self-scattering, the trial rate must be lowered to $\tfrac34$ of its former value, and $\tfrac34\times\tfrac23=\tfrac12$ as before.

## Variation 2: a draw without rejection

*Find the accepted cosine directly from one random number $r$, uniform on $[0,1]$.*

Set the cumulative probability equal to $r$:

$$r=\int_{-1}^{\mu}\frac{1+3s^2}{4}\,ds=\frac{\mu+\mu^3+2}{4}
\quad\Rightarrow\quad \mu^3+\mu=4r-2 .$$

The left side increases with $\mu$, so there is one real root. Put $\mu=\tfrac{2}{\sqrt3}\sinh u$. Then

$$\mu^3+\mu=\frac{2}{3\sqrt3}\left(4\sinh^3u+3\sinh u\right)=\frac{2}{3\sqrt3}\sinh3u ,$$

and therefore

$$\mu=\frac{2}{\sqrt3}\sinh\left[\frac13\,\mathrm{arsinh}\left(\frac{3\sqrt3}{2}(4r-2)\right)\right].$$

For $r=0.8$ the right side of the cubic is 1.2 and $\mu=0.760$; indeed $0.440+0.760=1.200$. Every draw now yields an angle, so the flight times must be drawn with the real rate $\Gamma_0/2$. Whether this runs faster than two trials on average depends on the cost of the hyperbolic functions on the machine used.
